# Threshold variance from random dopants in a retrograde MOS channel

## One thin sheet in a uniform channel

Take a p-type silicon substrate of uniform acceptor density \(N\) under a gate oxide. Let \(x\) be the depth below the oxide and \(W\) the edge of the depletion layer. Each ionized acceptor carries charge \(-q\), with \(q>0\). In the depletion approximation there are no holes for \(x<W\) and the silicon is neutral for \(x>W\). The surface potential relative to the neutral bulk is then

\[
\psi_s=\frac{q}{\varepsilon_s}\int_0^W xN\,dx=\frac{qNW^2}{2\varepsilon_s}.
\]

Now add a thin sheet of \(m\) acceptors per unit area at depth \(x_0<W\), and hold \(\psi_s\) fixed. The edge moves to \(W+\delta W\), and the first moment of the ionized charge must not change:

\[
\tfrac12N(W+\delta W)^2+mx_0=\tfrac12NW^2 .
\]

To first order, \(NW\,\delta W=-mx_0\), so \(\delta W=-mx_0/(NW)\). The ionized dose (acceptors per unit area) changes by

\[
\delta D=m+N\,\delta W=m\left(1-\frac{x_0}{W}\right).
\]

The gate must balance this extra charge. A sheet at the interface counts in full. A deeper sheet counts for less, because it supports part of the surface potential itself and lets the depletion edge retreat, which removes ionized charge there. This is the electrostatic weight of an acceptor, \(w(x)=1-x/W\).

## Threshold and its mean value

For an arbitrary mean profile \(N(x)\), threshold is defined here by a fixed surface potential \(\psi_T\). With inversion charge neglected at threshold,

\[
V_T=V_{FB}+\psi_T+\frac{qD}{C_{ox}},\qquad D=\int_0^W N\,dx,
\]

\[
\int_0^W xN\,dx=M,\qquad M=\frac{\varepsilon_s\psi_T}{q}.
\]

Here \(V_{FB}\) is the flat-band voltage and \(C_{ox}=\varepsilon_{ox}/t_{ox}\) is the oxide capacitance per unit area. The second line fixes \(W\). When devices are compared below, \(\psi_T\) and \(V_{FB}\) are taken to be the same. A change of bulk doping shifts \(V_{FB}\) logarithmically, and the gate work function is assumed to absorb that shift. Equal mean \(V_T\), in this definition, then means equal \(D\). It does not mean exactly equal current, because the electron density at a given surface potential is inversely proportional to the bulk doping.

Let \(N\to N+\delta N\) at fixed \(\psi_T\). The first-order changes of the two integrals, including their moving upper limit, are

\[
0=\int_0^W x\,\delta N\,dx+WN(W)\,\delta W,
\qquad
\delta D=\int_0^W\delta N\,dx+N(W)\,\delta W .
\]

The first relation gives \(N(W)\,\delta W=-W^{-1}\int_0^W x\,\delta N\,dx\). Inserting it in the second yields

\[
\delta V_T=\frac{q}{C_{ox}}\int_0^W\left(1-\frac{x}{W}\right)\delta N(x)\,dx. \tag{1}
\]

The doping at the edge has cancelled. The weight depends on the profile through \(W\) alone, provided \(N(W)>0\).

## From a sheet to a point charge

A real acceptor is a point, not a sheet. Two first-order arguments justify giving it the sheet density \(1/A\), where \(A\) is the gate area.

The first concerns electrostatics. Let \(\delta\phi\) be the potential change caused by one acceptor at depth \(x_0\). Near the edge the unperturbed potential is \(\phi_0=qN(W)(x-W)^2/(2\varepsilon_s)\), which is of second order at a slightly displaced edge. Continuity of the potential there requires \(\delta\phi=0\) at \(x=W\) to first order, so the edge acts as a grounded plane. Now integrate the three-dimensional Poisson equation over the gate area. With no electric flux through the side walls, the lateral derivatives integrate to zero, and the area mean \(\overline{\delta\phi}\) obeys

\[
\varepsilon_s\frac{d^2\overline{\delta\phi}}{dx^2}=\frac{q}{A}\,\delta(x-x_0),
\qquad \overline{\delta\phi}(W)=0 .
\]

This is the equation for a sheet of density \(1/A\).

The second argument concerns the current. At low drain bias, write the local sheet conductance as \(g=g_0e^{s}\). Treat the inversion layer as a thin sheet at the interface, so that below threshold \(s=\delta\psi_s/\phi_t\), with \(\phi_t=k_BT/q\). Let \(v\) be the channel potential divided by the drain bias, so that it falls from 1 to 0 over the length \(L\). The conductance is

\[
G=\int g\,|\nabla v|^2\,dA .
\]

A change \(\delta v\) contributes \(2\int g\nabla v\cdot\nabla\delta v\,dA\). Integration by parts makes this zero, because current is conserved, \(\delta v\) vanishes at the contacts, and no current crosses the sides. Only the explicit change of \(g\) remains. In the uniform channel \(|\nabla v|=1/L\) everywhere, so \(G_0=g_0A/L^2\) and

\[
\frac{\delta G}{G_0}=\frac1A\int s\,dA .
\]

With no flux through the side walls, the current therefore responds to the area mean of the surface potential, wherever the acceptor sits laterally. Restoring that mean restores the current, and (1) with \(\delta N=\delta(x-x_0)/A\) gives the shift per acceptor,

\[
\Delta V_T(x_0)=\frac{q}{AC_{ox}}\left(1-\frac{x_0}{W}\right). \tag{2}
\]

This step is first order in \(s\), and a single dopant within about a nanometre of the interface can produce a local dip of several thermal voltages. A resistor network shows the departure from linearity for a broad model dip: a Gaussian with a peak of \(4\phi_t\) and a standard deviation of one eighth of the gate side. Its area mean is \(0.39\phi_t\), more than four times that of one interface acceptor in the worked example below, so it does not represent a single dopant in that device. The log conductance falls by a little more than 0.8 of the linear prediction. This figure belongs to that dip and is not a general correction factor. Where deep dips overlap, the current chooses paths between them, and a percolation calculation must replace the area mean.

### The same weight at fixed gate voltage

The weight can also be found by holding the gate voltage and calculating the change of surface potential. The depletion capacitance follows from \(d\psi_s=(q/\varepsilon_s)WN(W)\,dW\) and \(d(qD)=qN(W)\,dW\):

\[
C_d=\frac{d(qD)}{d\psi_s}=\frac{\varepsilon_s}{W}.
\]

Adding one acceptor at constant gate voltage requires

\[
0=\overline{\delta\psi_s}+\frac{1}{C_{ox}}\left[C_d\,\overline{\delta\psi_s}+\frac qA\left(1-\frac{x_0}{W}\right)\right],
\]

and hence

\[
\overline{\delta\psi_s}=-\frac{q}{A}\,\frac{1-x_0/W}{C_{ox}+\varepsilon_s/W}.
\]

The minus sign says that a negative acceptor lowers the electron-attracting potential. The gate voltage needed to undo the change is \(-(1+C_d/C_{ox})\,\overline{\delta\psi_s}\), which is (2) again. A three-dimensional point-charge solution, with the charge placed off centre and the depletion edge held at fixed potential, tests the lateral averaging behind this value.

## Variance for any profile

Divide the depletion layer into thin slices of thickness \(\Delta x\). Assume that dopants are placed independently, so the number \(K_j\) in slice \(j\) is a Poisson variable with mean and variance \(N(x_j)A\,\Delta x\), and different slices are uncorrelated. By (2),

\[
V_T-\langle V_T\rangle=\frac{q}{AC_{ox}}\sum_j w(x_j)\left(K_j-\langle K_j\rangle\right).
\]

Squaring and averaging removes the cross terms:

\[
\sigma^2(V_T)=\frac{q^2}{A^2C_{ox}^2}\sum_j w^2(x_j)\,N(x_j)A\,\Delta x .
\]

One factor of \(A\) cancels. In the limit of thin slices,

\[
\boxed{\;\sigma^2(V_T)=\frac{q^2}{AC_{ox}^2}\,S,\qquad
S=\int_0^W N(x)\left(1-\frac{x}{W}\right)^2dx\;} \tag{3}
\]

The mean charge enters \(V_T\) with weight one, whereas its fluctuation enters the variance with weight \(w^2\). Depth therefore suppresses a dopant's contribution to the variance, proportional to \(w^2\), more strongly than the threshold shift it causes, proportional to \(w\).

For a tabulated profile, accumulate \(\int_0^x x'N\,dx'\) until it reaches \(M\), interpolate to find \(W\), and then evaluate \(D\) and \(S\) up to that depth. The edge must be recomputed for each profile.

## The retrograde step

Let \(N=N_1\) for \(x<d\) and \(N=N_2>N_1\) for \(x>d\), with the edge in the deep region. The moment condition is

\[
\tfrac12N_1d^2+\tfrac12N_2(W^2-d^2)=M,
\]

so that

\[
W^2=d^2+\frac{2M-N_1d^2}{N_2}. \tag{4}
\]

The requirement \(W>d\) is \(2M>N_1d^2\). If it fails, the deep layer is not reached and the step formula below does not apply.

An antiderivative of \((1-x/W)^2\) is \(-(W/3)(1-x/W)^3\). With \(r=1-d/W\), the two layers contribute

\[
S_1=\frac W3N_1(1-r^3),\qquad S_2=\frac W3N_2r^3,
\]

\[
S=\frac W3\left[N_1(1-r^3)+N_2r^3\right]. \tag{5}
\]

For \(N_1=N_2=N\) this becomes \(S=NW/3\), the uniform result. For an undoped spacer, \(N_1=0\), it becomes \(S=N_2Wr^3/3\). One factor of \(r\) comes from the smaller number of dopants and two come from their smaller squared weight.

## What moving charge deeper does

The statement that a retrograde profile reduces the variance needs a comparison. Two are useful.

### Fixed surface potential

Move a small dose \(m\) from \(x_1\) to \(x_2\), with \(x_1<x_2<W\). The moment condition becomes \(\int_0^W xN\,dx+m(x_2-x_1)=M\), and differentiation gives

\[
\frac{dW}{dm}=-\frac{x_2-x_1}{WN(W)} .
\]

The edge contracts. The background part of \(S\) depends on \(W\) through its limit and its integrand. The limit contributes nothing because \(w(W)=0\), so

\[
\frac{\partial S}{\partial W}=\frac{2}{W^2}\int_0^W xN\left(1-\frac xW\right)dx>0 .
\]

Adding the direct change of weight,

\[
\frac{dS}{dm}=w^2(x_2)-w^2(x_1)-\frac{x_2-x_1}{WN(W)}\frac{\partial S}{\partial W}<0. \tag{6}
\]

Both parts are negative: the moved charge has a lower weight, and the contracted layer lowers the weight of the remaining charge. The mean threshold falls as well, since \(dD/dm=w(x_2)-w(x_1)<0\).

The condition \(x_2<W\) matters. If the dose is taken from \(x_1\) to a place well beyond the edge, it no longer supports the surface potential and the layer expands:

\[
\frac{dS}{dm}=-w^2(x_1)+\frac{x_1}{WN(W)}\frac{\partial S}{\partial W}.
\]

For \(x_1\) close to \(W\) the first term vanishes and the second is positive. Removing charge from the neighbourhood of the edge therefore increases the variance.

### Fixed mean threshold

Now keep both \(D\) and \(M\). Write \(S=D\langle w^2\rangle\), where the average is over ionized acceptors. A uniform device with the same \(D\) and \(M\) satisfies \(N_uW_u=D\) and \(N_uW_u^2/2=M\), hence

\[
W_u=\frac{2M}{D},\qquad N_u=\frac{D}{W_u},\qquad S_u=\frac{N_uW_u}{3}=\frac D3 .
\]

Any profile that does not decrease with depth is a sum of blocks, each constant from some depth \(a\) to \(W\), with positive coefficients. A block of unit density has dose \(W-a\) and contributes

\[
\int_a^W\left(1-\frac xW\right)^2dx=\frac W3\left(1-\frac aW\right)^3=\frac{W-a}{3}\left(1-\frac aW\right)^2\le\frac{W-a}{3}.
\]

Summing over blocks gives \(S\le D/3=S_u\), with equality only if every block starts at \(a=0\), that is, for uniform doping. A retrograde profile that does not fall anywhere before the depletion edge therefore has the smaller variance at equal mean threshold, within (3). A buried peak with light doping below it is not covered. If the edge lies far beyond such a peak, its acceptors have weights close to 1, and the variance can exceed the uniform value.

The opposite case uses blocks from 0 to \(a\). With \(t=a/W\), their mean squared weight is

\[
\frac1a\int_0^a\left(1-\frac xW\right)^2dx=1-t+\frac{t^2}{3}.
\]

Its derivative, \(-1+2t/3\), is negative for \(0\le t\le1\), so the value falls from 1 to \(1/3\) and never goes below \(1/3\). Doping concentrated at the surface gives a larger variance than uniform doping of the same dose and moment.

For an undoped spacer the gain has a closed form. The dose is \(D=N_2(W-d)\) and the moment is \(M=N_2(W^2-d^2)/2=D(W+d)/2\). Hence \(W=W_u-d\), and

\[
\frac{\sigma}{\sigma_u}=\sqrt{\frac{S}{D/3}}=1-\frac dW=\frac{W_u-2d}{W_u-d},\qquad d<\frac{W_u}{2}. \tag{7}
\]

The gain has a price. The depletion layer is thinner, so \(C_d=\varepsilon_s/W\) is larger and the gate controls the surface potential less well.

## Holes at the depletion edge

The sharp edge can be removed from the derivation. Let \(p=N_b\,e^{-\phi/\phi_t}\) be the hole density, with \(N_b\) the bulk doping and \(\phi=0\) in the bulk. The Poisson equation is \(\varepsilon_s\phi''=q(N-p)\). Since \(\delta p=-p\,\delta\phi/\phi_t\), its linear change is

\[
\delta\phi''-\kappa^2\delta\phi=\frac{q}{\varepsilon_s}\delta N,\qquad \kappa^2=\frac{qp}{\varepsilon_s\phi_t}.
\]

Define \(u\) by \(u''=\kappa^2u\), \(u(0)=1\), and \(u\to0\) in the bulk. Multiply the equation for \(\delta\phi\) by \(u\), subtract \(\delta\phi\,(u''-\kappa^2u)=0\), and integrate:

\[
\frac{q}{\varepsilon_s}\int_0^\infty u\,\delta N\,dx=\left[u\,\delta\phi'-u'\delta\phi\right]_0^\infty=-\delta\phi'(0).
\]

The last step uses \(\delta\phi(0)=0\) at fixed surface potential. The gate charge per area is \(-\varepsilon_s\phi'(0)\), so it changes by \(q\int u\,\delta N\,dx\), and \(u\) is the weight. Where holes are absent \(u''=0\) and \(u\) is linear, as before. In the bulk it decays over the Debye length \(\lambda=\sqrt{\varepsilon_s\phi_t/(qN_b)}\).

Equation (7) suggests zero variance as \(d\to W_u/2\), where the doped block becomes an ideal sheet. At finite \(N_2\) this is not reached, because \(u\) stays positive. Once \(W-d\) is comparable to \(\lambda\), the depletion formula is unreliable and \(S\) should be computed with \(u^2\) in place of \(w^2\), integrated into the bulk.

## Worked example

The parameters are round model values: a gate of 50 nm by 50 nm, \(t_{ox}=1.5\) nm, \(\psi_T=0.90\) V, \(d=12\) nm, \(N_1=0.5\) and \(N_2=4\) in units of \(10^{18}\ \mathrm{cm^{-3}}\), at 300 K. This \(\psi_T\) lies below the conventional threshold value \(2\phi_t\ln(N_b/n_i)\), which for \(n_i=10^{10}\ \mathrm{cm^{-3}}\) is about 1.02 V at \(N_2\) and 0.97 V for the uniform device below, so both devices are in weak inversion, where the inversion charge is negligible. The required moment is \(M=5.819\times10^{8}\ \mathrm{m^{-1}}\). Equation (4) gives, in nm²,

\[
W^2=144+291-18=417,\qquad W=20.4\ \text{nm}.
\]

The dose is the sum of the two layers,

\[
D=(0.60+3.37)\times10^{16}=3.97\times10^{16}\ \mathrm{m^{-2}},
\]

or 99 acceptors on average under the gate. With \(r=1-12/20.42=0.412\) and \(r^3=0.070\), equation (5) becomes

\[
S=(6.81\times10^{-9})\,(0.465+0.280)\times10^{24}=5.07\times10^{15}\ \mathrm{m^{-2}}.
\]

One acceptor at the interface shifts the threshold by \(q/(AC_{ox})=2.78\) mV. At 12 nm the shift is 1.15 mV, and at 18 nm it is 0.33 mV. Since \(\sigma=[q/(AC_{ox})]\sqrt{AS}\) and \(AS=12.7\),

\[
\sigma(V_T)=2.78\times\sqrt{12.7}=9.9\ \text{mV}.
\]

The lightly doped surface layer holds 15% of the ionized dose but supplies 62% of the variance. In this device, further reduction should therefore start with the surface layer.

The uniform device of equal mean threshold has \(W_u=29.3\) nm, \(N_u=1.35\times10^{18}\ \mathrm{cm^{-3}}\) and \(\sigma=16.0\) mV. The retrograde profile lowers \(\sigma\) by the factor 0.62. Its depletion capacitance is larger by \(29.3/20.4=1.44\). If instead the deep doping \(N_2\) extends to the surface, \(\sigma=21.0\) mV, but the depletion term \(qD/C_{ox}\) is then 475 mV rather than 276 mV, so that comparison mixes the change of noise with a change of threshold.

Undoped spacers at the same mean threshold follow (7):

| \(d\) (nm) | \(W\) (nm) | \(N_2\) (\(10^{18}\ \mathrm{cm^{-3}}\)) | \(\sigma\) (mV) |
|---|---|---|---|
| 0 | 29.3 | 1.35 | 16.0 |
| 5 | 24.3 | 2.05 | 12.7 |
| 10 | 19.3 | 4.25 | 7.7 |

For a small dose moved from 2 nm to 15 nm in the retrograde device, (6) gives \(dS/dm=-0.743-0.095=-0.838\). The loss of direct weight dominates, and the contraction of the layer adds about one eighth of that amount.

Two calculations check the approximations behind these values. Random sampling of dopant depths, with the edge found anew in each sample, gives 9.90 mV for the retrograde device and 15.96 mV for the uniform one. This tests the linearization in \(\delta W\), but not the area averaging. Nonlinear Poisson solutions with holes, also at fixed surface potential, give 9.86 mV and 15.93 mV, within 1% of the depletion values. The largest error of the linear weight in the retrograde device is 0.05 on a scale where an interface charge has weight 1; the ratio \(\lambda/W\) is 0.10.

The thickness of the inversion layer matters more than the holes. If the electrons lie at a mean depth \(x_i\), the potential to be restored is the one at \(x_i\), not at the interface. The added potential is then zero at \(x_i\) and at \(W\), and the shift caused by an acceptor below the inversion layer is (2) multiplied by

\[
\frac{1+C_{ox}x_i/\varepsilon_s}{1-x_i/W}.
\]

In the retrograde device this factor is 1.11 for \(x_i=0.4\) nm, typical of classical electrons at this surface field, and 1.41 for \(x_i=1.4\) nm, roughly the mean depth of quantized electrons at this field. Taken by itself, the thickness of the inversion layer therefore raises \(\sigma\) above the values given here. The ratio of the retrograde to the uniform value changes much less, because the factor is nearly the same for both.

The model also ignores the ends of the channel. A 50 nm gate is not long compared with a depletion depth of 20 to 29 nm, and source and drain hold the potential near the ends, which changes the weight of the dopants there. The millivolt values illustrate the formula and are not predictions for a transistor of that size. Correlated dopant positions and other sources of variability are left out as well.

## Calculated quantities

```
gate side = 50 nm; oxide = 1.5 nm
relative permittivity: silicon 11.7, oxide 3.9
psi_T = 0.90 V; temperature = 300 K
N1 = 0.50, N2 = 4.00 (1e18 cm^-3)
low-doped layer d = 12.0 nm
C_ox = 0.02302 F/m^2
required first moment = 5.8192e+08 m^-1
RETROGRADE DEVICE
depletion depth W = 20.420 nm
ionized dose D = 3.9679e+16 m^-2
mean ionized acceptors D*A = 99.20
depletion term qD/C_ox = 276.15 mV
variance integral S = 5.0733e+15 m^-2
mean squared weight S/D = 0.1279
sigma(V_T) = 9.914 mV
surface layer share of dose = 15.12 %
surface layer share of variance = 62.38 %
one acceptor at 0 nm: weight 1.0000, shift 2.784 mV
one acceptor at 12 nm: weight 0.4123, shift 1.148 mV
one acceptor at 18 nm: weight 0.1185, shift 0.330 mV
UNIFORM, SAME MEAN V_T
doping = 1.3527 (1e18 cm^-3); W = 29.332 nm
sigma(V_T) = 16.008 mV
sigma ratio retrograde/uniform = 0.6193
UNIFORM, DOPING N2 THROUGHOUT
W = 17.058 nm; qD/C_ox = 474.86 mV
sigma(V_T) = 20.992 mV
UNDOPED SPACER, SAME MEAN V_T
d = 0 nm: W = 29.332 nm, N2 = 1.353 (1e18 cm^-3), sigma = 16.008 mV
d = 5 nm: W = 24.332 nm, N2 = 2.052 (1e18 cm^-3), sigma = 12.718 mV
d = 10 nm: W = 19.332 nm, N2 = 4.252 (1e18 cm^-3), sigma = 7.727 mV
DOSE MOVED DEEPER, CHANGE OF S PER MOVED DOSE
from 2 nm to 15 nm: direct -0.7433, edge -0.0952, total -0.8385
CHECKS OF THE APPROXIMATIONS
sampled sigma: retrograde 9.90 mV, uniform 15.96 mV
sigma with holes: retrograde 9.859 mV, uniform 15.925 mV
Debye length at N2 = 2.044 nm
largest weight error, retrograde = 0.0501
dip of 4 thermal voltages: actual/linear log conductance = 0.830
```
